# Radical Loss Frequency from Spatial Decay: The Axial Diffusion Term

**The argument under review**

The authors consider hydrogen atoms, dilute in H₂, that leave a remote plasma and travel down a glass tube at 1.0 Torr and 300 K. The tube radius is \(R=1.0\) cm and the mean flow speed is \(v=500\) cm/s. Downstream of the plasma the atom density falls as \(\exp(-\kappa z)\), with \(\kappa=0.100\) cm⁻¹. The authors then reason as follows.

"An atom at distance \(z\) has spent a time \(t=z/v\) in the tube. The decay \(\exp(-\kappa z)\) is therefore a decay \(\exp(-v\kappa t)\) in time, and the loss frequency is \(v\kappa=50\) s⁻¹. Axial diffusion moves atoms upstream as readily as downstream, so it blurs the profile without biasing the result."

The exponential fit is not in dispute. The questions are whether distance may be converted to time in this way, and whether diffusion is neutral.

**The balance on a slice of gas**

Let \(n(z)\) be the atom density averaged over the tube section, with \(z\) increasing along the flow. I assume a steady state, constant \(v\) and constant diffusion coefficient \(D\), no production downstream of the plasma, and first-order loss: \(kn\) atoms disappear per unit volume and time. This defines the loss frequency \(k\). For now the flow is uniform over the section.

The axial flux has a convective and a diffusive part,

\[
J=vn-D\frac{dn}{dz}.
\]

In a slice of thickness \(dz\), the flux entering minus the flux leaving must supply the loss, so \(-dJ/dz=kn\). Substituting \(J\) gives

\[
D\frac{d^2n}{dz^2}-v\frac{dn}{dz}-kn=0. \tag{1}
\]

Try \(n\propto e^{\lambda z}\). Each derivative brings down a factor \(\lambda\), hence \(D\lambda^2-v\lambda-k=0\) and

\[
\lambda=\frac{v\pm\sqrt{v^2+4Dk}}{2D}.
\]

The square root exceeds \(v\), so one root is negative and one positive. Call them \(-\kappa\) and \(+\kappa_2\):

\[
\kappa=\frac{\sqrt{v^2+4Dk}-v}{2D},\qquad
\kappa_2=\frac{\sqrt{v^2+4Dk}+v}{2D}=\kappa+\frac vD. \tag{2}
\]

In a tube that continues far beyond the data, the growing solution would become unboundedly large and must be absent. The measured decay is then the root \(\lambda=-\kappa\). Putting it into the quadratic, \(\lambda^2=\kappa^2\) and \(-v\lambda=+v\kappa\), so

\[
\boxed{k=v\kappa+D\kappa^2}. \tag{3}
\]

The added term is positive because it contains the square of \(\kappa\). The authors' estimate is too low by the fraction \(D\kappa^2/k=D\kappa/(v+D\kappa)\) of the true loss frequency.

For H in H₂ at this pressure I take the rough value \(D=1500\) cm²/s. Then

\[
k=500(0.100)+1500(0.100)^2=50+15=65\ \text{s}^{-1}.
\]

The estimate is low by \(15/65=23\%\). Conversely, if the loss frequency really were 50 s⁻¹, equation (2) would give a decay constant of 0.0805 cm⁻¹, not the stated 0.100 cm⁻¹.

**Why diffusion is not neutral**

Individual atoms do step upstream and downstream with equal probability relative to the gas. But the density is higher upstream, so more atoms cross a given plane going downstream than going up. For the decaying profile \(dn/dz=-\kappa n\), and the flux is

\[
J=(v+D\kappa)n.
\]

The atoms are transported at 650 cm/s although the gas moves at 500 cm/s. In steady state the flux through a plane must equal all the loss beyond it:

\[
J(z)=\int_z^\infty kn(z')\,dz'=\frac{k}{\kappa}\,n(z).
\]

Therefore \(k=\kappa J/n\). The authors' formula keeps the convective part of \(J\) and drops the diffusive part.

**What is wrong with \(t=z/v\)**

Suppose a thin source at \(z=0\) releases \(S\) atoms per unit area and time. Atoms released together form a pulse that drifts at \(v\), spreads by diffusion, and shrinks by \(e^{-kt}\). Adding the pulses of all ages gives

\[
n(z)=S\int_0^\infty e^{-kt}\,
\frac{e^{-(z-vt)^2/(4Dt)}}{\sqrt{4\pi Dt}}\,dt.
\]

At one position there are atoms of many ages. Differentiating with respect to \(k\) brings down \(-t\), so the mean age of the atoms present is \(\bar t=-\partial\ln n/\partial k\).

The density also follows from (1). It is \(n_0e^{-\kappa z}\) downstream and \(n_0e^{\kappa_2z}\) upstream. The flux must jump by \(S\) at the source:

\[
S=(v+D\kappa)n_0-(v-D\kappa_2)n_0=D(\kappa+\kappa_2)n_0
=\sqrt{v^2+4Dk}\;n_0.
\]

Hence, for \(z>0\), \(\ln n=\ln S-\tfrac12\ln(v^2+4Dk)-\kappa z\), and

\[
\bar t=\frac{2D}{v^2+4Dk}+z\frac{d\kappa}{dk},\qquad
\frac{d\kappa}{dk}=\frac1{v+2D\kappa}.
\]

The last result comes from differentiating (3), which gives \(1=(v+2D\kappa)\,d\kappa/dk\). The mean age grows by \(1/800\) s, or 1.25 ms, per centimetre. The authors assume \(1/500\) s, or 2.00 ms.

Without loss, \(\kappa=0\) and the growth is \(1/v\), as they suppose, although the mean age itself is \(z/v+2D/v^2\), here 12 ms more than \(z/v\). It takes diffusion and loss together to change the growth: diffusion creates a spread of ages at each position, and the older atoms, having been exposed to loss for longer, are less likely to have survived. The loss rate per atom is the same at every age.

The age growth \(1/(v+2D\kappa)\) is not the inverse transport speed \(1/(v+D\kappa)\). Since \(\kappa=0\) at \(k=0\),

\[
\frac{\kappa}{k}=\frac1k\int_0^k\frac{dk'}{v+2D\kappa(k')}.
\]

The left side is \(1/(v+D\kappa)\). It is the average of the age growth as the loss frequency is raised from zero to \(k\), and so lies between the initial 2.00 and the final 1.25 ms/cm.

**Limits, and the upstream side**

Writing (3) as \(k=v\kappa(1+D\kappa/v)\) shows that the authors' estimate is good when \(D\kappa\ll v\). Here the ratio is 0.30. In the opposite limit, \(v=0\), equation (3) gives \(k=D\kappa^2\): atoms diffuse into still gas and are lost there, while \(v\kappa\) would report no loss at all.

Upstream of a source, the density decays against the flow with constant \(\kappa_2\), and the positive root of the quadratic gives

\[
k=D\kappa_2^2-v\kappa_2.
\]

The quadratic term is still positive, but the flow term has changed sign because convection now opposes the spread. In the example \(\kappa_2=0.4333\) cm⁻¹, and \(282-217=65\) s⁻¹ is recovered.

**A measurement the authors should make**

Let the flow speed change while pressure, temperature and wall condition stay fixed, so that \(D\) and \(k\) are fixed. Equation (2), with \(k=65\) s⁻¹, predicts:

| \(v\) (cm/s) | \(\kappa\) (cm⁻¹) | \(v\kappa\) (s⁻¹) |
|---:|---:|---:|
| 0 | 0.2082 | 0.0 |
| 250 | 0.1409 | 35.2 |
| 500 | 0.1000 | 50.0 |
| 1000 | 0.0597 | 59.7 |
| 2000 | 0.0317 | 63.5 |

The supposed loss frequency rises with flow speed although the loss has not changed. Rearranging (3) as \(v\kappa=k-D\kappa^2\) shows how to use this: plotted against \(\kappa^2\), the products \(v\kappa\) lie on a straight line with intercept \(k\) and slope \(-D\). The method requires that the changed flow does not alter the wall or the gas temperature. It also requires \(v\) to be constant along the tube, which fails first at high speed: the viscous pressure gradient discussed at the end raises \(v\kappa\) to 60.2 s⁻¹ at 1000 cm/s and 65.6 s⁻¹ at 2000 cm/s in this tube. Left uncorrected, a fit to all five speeds then gives \(k=66\) s⁻¹ and a \(D\) 2% too high, and a fit to the three highest speeds gives \(k=67\) s⁻¹ and a \(D\) 13% too high.

**Data near the downstream end**

Near an end the growing solution returns. Let \(d\) be the distance upstream from the end, and take zero density gradient there as a simple exit condition. Since \(z\) decreases as \(d\) increases,

\[
n\propto e^{\kappa d}+b\,e^{-\kappa_2d},\qquad
\left.\frac{dn}{dd}\right|_{d=0}=0\;\Rightarrow\; b=\frac{\kappa}{\kappa_2}.
\]

The local decay constant is \(d\ln n/dd\). Dividing numerator and denominator by \(e^{\kappa d}\),

\[
\kappa_{\rm local}=\kappa\,\frac{1-E}{1+(\kappa/\kappa_2)E},
\qquad E=e^{-(\kappa+\kappa_2)d}.
\]

It is 0.061, 0.092 and 0.099 cm⁻¹ at 2, 5 and 10 cm from the end. Equation (3) should be used with data from the region where the slope has settled.

**From loss frequency to wall probability**

If atoms are lost at the wall, the density varies with radius \(r\). Write it as \(f(r)e^{-\kappa z}\), with local flow speed \(u(r)\). Diffusion and convection then balance inside the gas:

\[
\frac Dr\frac{d}{dr}\!\left(r\frac{df}{dr}\right)+D\kappa^2f+u\kappa f=0.
\]

At the wall, \(-Df'(R)=sf(R)\), where \(s\) is the wall loss speed. Multiply by \(2r/R^2\) and integrate from 0 to \(R\). With angle brackets for section averages,

\[
\frac{2s f(R)}{R}=D\kappa^2\langle f\rangle+\kappa\langle uf\rangle.
\]

The left side is the wall loss per unit volume, \(k\langle f\rangle\). Thus

\[
k=D\kappa^2+\kappa\frac{\langle uf\rangle}{\langle f\rangle}.
\]

For uniform \(u=v\) this is (3), whatever the radial profile. For a nearly flat profile, which requires \(sR/D\ll1\), it also gives \(k=2s/R\).

To relate \(s\) to the loss probability \(\gamma\) per wall collision, let \(\Gamma\) be the flux striking the wall and \((1-\gamma)\Gamma\) the flux returning. With mean thermal speed \(c\), a half-Maxwellian stream of flux \(\Gamma\) contributes density \(2\Gamma/c\). The density at the wall is therefore \(2(2-\gamma)\Gamma/c\), and

\[
s=\frac{\gamma\Gamma}{n}=\frac{\gamma c}{4(1-\gamma/2)}
\;\Rightarrow\;\gamma=\frac{4s}{c+2s}.
\]

For H atoms at 300 K, \(c=\sqrt{8k_BT/(\pi m)}=2.51\times10^5\) cm/s. The corrected \(s=kR/2=32.5\) cm/s gives \(\gamma=5.2\times10^{-4}\); the authors' 25 cm/s gives \(4.0\times10^{-4}\).

**How the model compares with a real tube**

The pressure and radius are typical of small remote-plasma tubes. The flow speed is on the slow side for kinetic work; at 2000 cm/s, with \(k\) and \(D\) unchanged, the shortfall caused by diffusion would be about 2%, and the pressure gradient, discussed below, would then have a slightly larger effect of the opposite sign. The decay constant is a chosen round value, and \(\gamma\) on real glass depends strongly on surface preparation.

The assumption plainly broken is uniform flow: the Reynolds number is about 1, so developed flow is laminar and close to parabolic. Integrating the radial equation numerically with \(u=2v(1-r^2/R^2)\) and the same \(\kappa\) gives a \(\gamma\) 0.9% above the flat-profile value \(5.2\times10^{-4}\). This difference includes the radial variation of density, which is present even in uniform flow, as well as the effect of the parabolic flow. The uncertainty of \(D\) matters more: a 20% change alters \(k\) by \(3/65\), or 4.6%.

Gas-phase recombination and the pressure drop are small here. For an atom density of \(3\times10^{13}\) cm⁻³, a gas density of \(3.2\times10^{16}\) cm⁻³ and a rough three-body coefficient of \(10^{-32}\) cm⁶/s, gas-phase recombination removes atoms at \(2k_3n_{\rm gas}n=0.02\) s⁻¹. With a rough viscosity \(\eta=9\times10^{-6}\) Pa s, the viscous pressure drop \(8\eta vL/R^2\) over \(L=20\) cm is 0.5% of the pressure. As the pressure falls the gas accelerates and thins, and the atom density falls with it; this adds about \(dv/dz\), which grows as \(v^2\), to the apparent loss frequency. Equation (3) then returns a \(k\) too high by 0.2 s⁻¹ at 500 cm/s, but by 2.2 s⁻¹ at 2000 cm/s, where this exceeds the diffusion term \(D\kappa^2=1.5\) s⁻¹. A wall whose condition varies along the tube, or plasma production extending into the measured section, is a different matter: (1) with constant \(k\) and no source then no longer applies, and the correction in (3) does not repair it.

All numerical values are calculated from the stated model.
